**Gauge-coupled separable potential: second-order term and static current response**

The program tests the second-order expansion of a separable potential whose projectors carry the phase exp(−iθ), where θ is the line integral of the vector potential A from the atom. In three dimensions, with a nonuniform A, it asserts that the formula agrees with a finite difference of the dressed expectation value and that this value is gauge invariant. In a one-dimensional crystal, K is defined by J = −KA, with J the current per cell; u and W are the first and second A-derivatives of the nonlocal potential. The program asserts that the kinetic, nonlocal diamagnetic and paramagnetic parts of K cancel for a filled band, and the output shows 2.000 + 0.749 − 2.749 = 0 to rounding. Energy differences confirm the residues −0.749 without W and 0.509 without both u and W. For a half-filled band with frozen occupations, K is asserted to agree with the value obtained from the Fermi velocity. The polarizability from the current is asserted to match the length form at four frequencies, and the output shows its false growth at low frequency when W is omitted.

## Check in Python

```python
"""
Result under test: a separable potential V = sum D_ij |b_i><b_j| is coupled to
a vector potential A by b_i -> exp(-i theta) b_i, theta = line integral of A
from the atom. Its second-order term is
  sum D_ij (|th b_i><th b_j| - |th^2 b_i><b_j|/2 - |b_i><th^2 b_j|/2),
and this term is needed for the static response K of filled bands to vanish.
Symbols: electron charge -1, kinetic momentum p+A, current per cell J = -K A,
u and W = first and second A-derivatives of V for uniform A, v = p+u.
Hartree atomic units; 1/c is absorbed in A.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- three-dimensional test with a nonuniform field ----------
axis = np.linspace(-4.0, 4.0, 25)
r = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
volume_element = (axis[1] - axis[0])**3
atom = np.array([0.3, -0.2, 0.5])[:, None]
d = r - atom
d2 = np.sum(d**2, axis=0)
beta3 = np.array([np.exp(-d2), d2*np.exp(-d2/1.5), d[0]*np.exp(-d2)])
D3 = np.array([[0.7, 0.2, 0.0], [0.2, -0.4, 0.0], [0.0, 0.0, 0.5]])
trial = np.exp(-0.4*np.sum(r**2, axis=0)
               + 1j*(0.5*r[0] - 0.3*r[1] + 0.2*r[2]))


def field(p):
    x, y, z = p
    return np.array([0.3 + 0.4*y, -0.1 + 0.2*x*z, 0.2 - 0.3*x])


def chi(p):
    x, y, z = p
    return 0.2*x*y + 0.1*x*z**2


def field_transformed(p):
    x, y, z = p
    return field(p) + np.array([0.2*y + 0.1*z**2, 0.2*x, 0.2*x*z])


def line_phase(vector_field):
    nodes, weights = np.polynomial.legendre.leggauss(5)
    total = np.zeros(r.shape[1])
    for s, w in zip((nodes + 1)/2, weights/2):
        total += w*np.sum(vector_field(atom + s*d)*d, axis=0)
    return total


def overlaps(functions, state):
    return (functions.conj() @ state)*volume_element


def dressed_expectation(theta, state):
    c = overlaps(np.exp(-1j*theta)*beta3, state)
    return (c.conj() @ D3 @ c).real


def second_difference(f, h):
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h))/(12*h*h)


theta3 = line_phase(field)
c0 = overlaps(beta3, trial)
c1 = overlaps(theta3*beta3, trial)
c2 = overlaps(theta3**2*beta3, trial)
V2_formula = (c1.conj() @ D3 @ c1 - 0.5*c2.conj() @ D3 @ c0
              - 0.5*c0.conj() @ D3 @ c2).real
V2_difference = 0.5*second_difference(
    lambda s: dressed_expectation(s*theta3, trial), 0.01)
assert abs(V2_formula) > 1e-4
assert abs(V2_formula - V2_difference) < 1e-6*max(1, abs(V2_formula))
value_old = dressed_expectation(theta3, trial)
value_new = dressed_expectation(line_phase(field_transformed),
                                np.exp(-1j*chi(r))*trial)
value_bare = dressed_expectation(0*theta3, np.exp(-1j*chi(r))*trial)
assert abs(value_old - value_new) < 1e-10
assert abs(value_bare - dressed_expectation(0*theta3, trial)) > 1e-4

# ---------- one-dimensional crystal ----------
a = 5.0
V0 = 0.1
width = 0.7
D = np.array([-0.3, 0.2])
n_max = 12
G = 2*np.pi/a*np.arange(-n_max, n_max + 1)
x = np.linspace(-7.0, 7.0, 281)
dx = x[1] - x[0]
even = np.exp(-x**2/(2*width**2))
odd = x*even
beta = np.array([f/np.sqrt(np.sum(f**2)*dx) for f in (even, odd)])
local = -0.5*V0*(np.eye(len(G), k=1) + np.eye(len(G), k=-1))


def moments(k, power, A=0.0):
    """Plane-wave overlaps with x**power times the dressed projectors."""
    waves = np.exp(-1j*np.outer(k + G, x))
    return (waves @ (x**power*np.exp(-1j*A*x)*beta).T)*dx/np.sqrt(a)


def pair(left, right):
    return (left*D) @ right.conj().T


def derivatives(k):
    q0, q1, q2 = (moments(k, m) for m in range(3))
    u = pair(-1j*q1, q0) + pair(q0, -1j*q1)
    W = 2*pair(q1, q1) - pair(q2, q0) - pair(q0, q2)
    return u, W


def hamiltonian(k, A=0.0, coupling="full"):
    q = moments(k, 0, A if coupling == "full" else 0.0)
    H = np.diag(0.5*(k + G + A)**2) + local + pair(q, q)
    if coupling == "linear":
        H = H + A*derivatives(k)[0]
    return H


def mesh(n):
    return 2*np.pi/a*((np.arange(n) + 0.5)/n - 0.5)


def respond(k):
    e, c = np.linalg.eigh(hamiltonian(k))
    u, W = derivatives(k)
    n = c[:, 0]
    p_cn = c[:, 1:].conj().T @ ((k + G)*n)
    v_cn = p_cn + c[:, 1:].conj().T @ (u @ n)
    gap = e[1:] - e[0]
    return dict(e=e, c=c, gap=gap, v2=abs(v_cn)**2,
                W=(n.conj() @ W @ n).real,
                para=-2*np.sum(abs(v_cn)**2/gap),
                para_p=-2*np.sum(abs(p_cn)**2/gap),
                v=(n.conj() @ ((k + G)*n + u @ n)).real)


def band_energy(k, A=0.0, coupling="full"):
    return np.linalg.eigvalsh(hamiltonian(k, A, coupling))[0]


# Curvature at single k points, where it does not vanish.
samples = []
for fraction in (0.0, 0.5, 1.0):
    k = fraction*np.pi/a
    s = respond(k)
    curvature = 1 + s["W"] + s["para"]
    numeric = second_difference(lambda A: band_energy(k, A), 0.005)
    assert abs(curvature - numeric) < 1e-5*max(1, abs(curvature))
    slope = (band_energy(k, 1e-4) - band_energy(k, -1e-4))/2e-4
    assert abs(slope - s["v"]) < 1e-6
    psi = np.exp(1j*np.outer(x, k + G)) @ s["c"][:, 0]/np.sqrt(a)
    kernel = (beta.T*D) @ beta
    separation2 = (x[:, None] - x[None, :])**2
    W_double = -(psi.conj() @ (separation2*kernel) @ psi).real*dx**2
    assert abs(W_double - s["W"]) < 1e-9
    samples.append((fraction, s["e"][0], s["W"], s["para"], curvature))

# Uniform A is a shift of k, also at finite strength.
shift_error = np.max(abs(hamiltonian(0.2, 0.15) - hamiltonian(0.35)))
assert shift_error < 1e-10

# Filled band: two electrons per cell.
n_k = 32
k_points = mesh(n_k)
data = [respond(k) for k in k_points]
N = 2.0
K_NL = 2*np.mean([s["W"] for s in data])
K_para = 2*np.mean([s["para"] for s in data])
K_para_p = 2*np.mean([s["para_p"] for s in data])
K_total = N + K_NL + K_para
dense = np.array([np.linalg.eigvalsh(hamiltonian(k))[:2]
                  for k in np.linspace(-np.pi/a, np.pi/a, 101)])
band_gap = dense[:, 1].min() - dense[:, 0].max()
assert band_gap > 0.05
assert abs(K_total) < 1e-8
assert abs(K_NL) > 1e-2
assert abs(np.mean([s["v"] for s in data])) < 1e-10


def cell_energy(A, coupling):
    return 2*np.mean([band_energy(k, A, coupling) for k in k_points])


E0 = cell_energy(0.0, "full")
A_big = 0.2
change_full = cell_energy(A_big, "full") - E0
assert abs(change_full) < 1e-9
A_small = 0.01
curv_linear = 2*(cell_energy(A_small, "linear") - E0)/A_small**2
curv_bare = 2*(cell_energy(A_small, "bare") - E0)/A_small**2
K_bare = N + K_para_p
# Finite A leaves an error of order A**2 in these two curvatures.
assert abs(curv_linear + K_NL) < 2e-3
assert abs(curv_bare - K_bare) < 2e-3
assert abs(K_bare) > 1e-2


def density(A):
    points = np.linspace(0, a, 41)
    waves = np.exp(1j*np.outer(points, G))
    total = 0
    for k in k_points:
        c = np.linalg.eigh(hamiltonian(k, A))[1][:, 0]
        total = total + 2*abs(waves @ c)**2/(a*n_k)
    return total


density_change = np.max(abs(density(A_big) - density(0.0)))
assert density_change < 1e-9

mesh_results = []
for n in (2, 4, 8, 16):
    part = [respond(k) for k in mesh(n)]
    mesh_results.append(
        (n, N + 2*np.mean([s["W"] + s["para"] for s in part])))

# Half-filled band with frozen occupations: one electron per cell.
k_F = np.pi/(2*a)
nodes, weights = np.polynomial.legendre.leggauss(24)
K_metal = a/np.pi*k_F*sum(
    w*(1 + s["W"] + s["para"])
    for w, s in zip(weights, [respond(k_F*t) for t in nodes]))
v_F = (band_energy(k_F + 1e-4) - band_energy(k_F - 1e-4))/2e-4
K_fermi = 2*a/np.pi*v_F
assert abs(K_metal - K_fermi) < 1e-6
assert K_metal > 1e-2


# Polarizability: current form against positions from k-derivatives.
def position_squared(k, s, h=1e-3):
    n = s["c"][:, 0]
    shifted = []
    for step in (h, -h):
        c = np.linalg.eigh(hamiltonian(k + step))[1][:, 0]
        overlap = np.vdot(n, c)
        shifted.append(c*overlap.conj()/abs(overlap))
    derivative = (shifted[0] - shifted[1])/(2*h)
    return abs(s["c"][:, 1:].conj().T @ derivative)**2


x2 = [position_squared(k, s) for k, s in zip(k_points, data)]


def alpha_length(omega):
    return 4*np.mean([np.sum(q*s["gap"]/(s["gap"]**2 - omega**2))
                      for q, s in zip(x2, data)])


alpha_rows = []
for omega in (0.2, 0.1, 0.05, 0.02):
    para = -4*np.mean([np.sum(s["v2"]*s["gap"]/(s["gap"]**2 - omega**2))
                       for s in data])
    alpha_full = -(N + K_NL + para)/omega**2
    alpha_without = -(N + para)/omega**2
    reference = alpha_length(omega)
    # The central k-difference has a relative error of order h**2.
    assert abs(alpha_full/reference - 1) < 1e-4
    alpha_rows.append((omega, alpha_full, alpha_without))

print("3D test, nonuniform A, atom off the origin")
print(f"  <V2> from formula            {V2_formula:.8f} hartree")
print(f"  <V2> from energy difference  {V2_difference:.8f} hartree")
print(f"  <V_A> before gauge change    {value_old:.8f} hartree")
print(f"  <V_A> after gauge change     {value_new:.8f} hartree")
print("1D crystal, inputs")
print(f"  lattice constant {a:.1f} bohr, width {width:.1f} bohr")
print(f"  local amplitude V0 {V0:.2f} hartree")
print(f"  D even {D[0]:.2f}, D odd {D[1]:.2f} hartree")
print(f"  plane waves {len(G)}, k points {n_k}")
print(f"  band gap {band_gap:.5f} hartree = {band_gap*HARTREE_EV:.3f} eV")
print("k/(pi/a), energy (hartree), <W>, para, curvature (1/m_e)")
for row in samples:
    print("  %.1f  %.6f  %.6f  %.6f  %.6f" % row)
print("Filled band, contributions to K (electrons per cell / m_e)")
print(f"  kinetic diamagnetic    {N:.6f}")
print(f"  nonlocal diamagnetic   {K_NL:.6f}")
print(f"  paramagnetic, full v   {K_para:.6f}")
print(f"  sum                    {K_total:.1e}")
print(f"  paramagnetic, p only   {K_para_p:.6f}")
print("Residues of incomplete couplings (same unit)")
print(f"  no W: formula {-K_NL:.6f}, energy {curv_linear:.6f}")
print(f"  no u, no W: formula {K_bare:.6f}, energy {curv_bare:.6f}")
print(f"Full coupling at A = {A_big:.1f} a.u.")
print(f"  energy change per cell {change_full:.1e} hartree")
print(f"  largest density change {density_change:.1e} per bohr")
print("k points, K of filled band (same unit)")
for n, value in mesh_results:
    print(f"  {n:2d}  {value:.3e}")
print("Half-filled band, frozen occupations (same unit)")
print(f"  K from response {K_metal:.6f}")
print(f"  K from Fermi velocity {K_fermi:.6f}")
print(f"  Fermi velocity {v_F:.6f} a.u.")
print("omega (hartree), alpha full, alpha without W (a.u. per cell)")
for row in alpha_rows:
    print("  %.2f  %.5f  %.5f" % row)
print(f"  static alpha, length form {alpha_length(0.0):.5f} a.u.")
print("every check passed")
```

Printed output:

```
3D test, nonuniform A, atom off the origin
  <V2> from formula            0.48114402 hartree
  <V2> from energy difference  0.48114402 hartree
  <V_A> before gauge change    1.05188985 hartree
  <V_A> after gauge change     1.05188985 hartree
1D crystal, inputs
  lattice constant 5.0 bohr, width 0.7 bohr
  local amplitude V0 0.10 hartree
  D even -0.30, D odd 0.20 hartree
  plane waves 25, k points 32
  band gap 0.42226 hartree = 11.490 eV
k/(pi/a), energy (hartree), <W>, para, curvature (1/m_e)
  0.0  -0.203649  0.376672  -0.516490  0.860182
  0.5  -0.165020  0.369858  -1.052494  0.317363
  1.0  -0.112678  0.382863  -2.986569  -1.603705
Filled band, contributions to K (electrons per cell / m_e)
  kinetic diamagnetic    2.000000
  nonlocal diamagnetic   0.749093
  paramagnetic, full v   -2.749093
  sum                    -4.4e-16
  paramagnetic, p only   -1.490855
Residues of incomplete couplings (same unit)
  no W: formula -0.749093, energy -0.749028
  no u, no W: formula 0.509145, energy 0.509139
Full coupling at A = 0.2 a.u.
  energy change per cell -8.7e-15 hartree
  largest density change 2.6e-15 per bohr
k points, K of filled band (same unit)
   2  6.347e-01
   4  5.387e-02
   8  2.619e-04
  16  4.551e-09
Half-filled band, frozen occupations (same unit)
  K from response 0.696835
  K from Fermi velocity 0.696835
  Fermi velocity 0.218917 a.u.
omega (hartree), alpha full, alpha without W (a.u. per cell)
  0.20  11.77955  30.50688
  0.10  10.09477  85.00409
  0.05  9.75125  309.38856
  0.02  9.65953  1882.39269
  static alpha, length form 9.64223 a.u.
every check passed
```
